# Photoionisation of a shallow donor and its oscillator strength sum: a program that tests the result

```python
# Result under test: photoionisation of a hydrogen-like 1s donor,
#   sigma(w) = 4 pi^2 (alpha/n) a^2 df/dw,   w = photon energy / Rydberg,
#   df/dw = (128/3) w^-4 exp(-4 atan(k)/k) / (1 - exp(-2 pi/k)),  k^2 = w - 1,
# with a = (kappa/mass) Bohr radii, Rydberg = (mass/kappa^2) * 13.6 eV,
# n = refractive index, kappa = static dielectric constant,
# mass = effective mass / free mass. Oscillator strengths f use the effective
# mass and sum to 1 over the np lines and the continuum.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre, roots_laguerre, zeta

ALPHA = const.fine_structure
BOHR_NM = const.value('Bohr radius') * 1e9
RYDBERG_EV = const.value('Rydberg constant times hc in eV')
HBARC = const.hbar * const.c / const.e * 1e9          # eV nm
MC2 = const.m_e * const.c**2 / const.e                # eV
KB = const.k / const.e                                # eV/K
NM2_TO_CM2 = 1e-14


def continuum_strength(w):
    """df/dw for w >= 1."""
    k = math.sqrt(max(w - 1.0, 0.0))
    if k < 1e-7:
        return 128.0 / 3.0 * math.exp(-4.0)
    return (128.0 / 3.0 * w**-4 * math.exp(-4.0 * math.atan(k) / k)
            / (1.0 - math.exp(-2.0 * math.pi / k)))


def averaged_line_strength(w):
    """Smooth strength per unit w of the np lines, for w < 1."""
    q = math.sqrt(1.0 - w)
    return 128.0 / 3.0 * w**-4 * math.exp(-4.0 * math.atanh(q) / q)


def line_strength(n):
    """f(1s -> np), evaluated through logarithms."""
    return math.exp(math.log(256.0 / 3.0) + 5 * math.log(n)
                    + (2 * n - 4) * math.log(n - 1)
                    - (2 * n + 4) * math.log(n + 1))


def cross_section(w, radius_nm, index):
    """Photoionisation cross section in cm^2."""
    return (4 * math.pi**2 * ALPHA / index * radius_nm**2
            * continuum_strength(w) * NM2_TO_CM2)


def dipole_density(mass, kappa, energy):
    """|<E,p|z|1s>|^2 per unit energy, by integrating the radial equation.
    Hartree atomic units, without scaling to donor units."""
    a = kappa / mass
    k = math.sqrt(2 * mass * energy)
    ka2 = (k * a)**2

    def rhs(r, y):
        q = k * k + 2 * mass / (kappa * r) - 2 / r**2
        ground = 2 * r * math.exp(-r / a) / a**1.5
        return [y[1], -q * y[0], y[0] * r * ground]

    s = 1e-3
    start = [s**2 * (1 - s / 2 + (1 - ka2) * s**2 / 10),
             (2 * s - 1.5 * s**2 + 0.4 * (1 - ka2) * s**3) / a, 0.0]
    r_end = 800 * a
    sol = solve_ivp(rhs, (s * a, r_end), start, method='DOP853',
                    rtol=1e-10, atol=1e-14)
    assert sol.success
    u, du, integral = sol.y[:, -1]
    q = k * k + 2 / (a * r_end) - 2 / r_end**2
    local_k = math.sqrt(q)
    slope_k = (-2 / (a * r_end**2) + 4 / r_end**3) / (2 * local_k)
    amplitude2 = (local_k * u**2
                  + (du + slope_k * u / (2 * local_k))**2 / local_k) / k
    return integral**2 / 3 * (2 * mass / (math.pi * k)) / amplitude2


# Example inputs: rough typical values for a donor in GaAs
mass, kappa = 0.067, 12.5
donors, acceptors = 1e14, 1e13                        # cm^-3
temperature = 4.2                                     # K
to_phonon, lo_phonon, gap = 0.034, 0.0365, 1.52       # eV
cell_radius, cell_depth = 0.35, 1.0                   # nm, eV

index = math.sqrt(kappa)
radius = BOHR_NM * kappa / mass
rydberg = RYDBERG_EV * mass / kappa**2

# Test: cross section from the radial equation and the complex refractive
# index of a dilute gas of absorbers, for hydrogen and for the donor
worst = 0.0
for m_test, kap_test in ((1.0, 1.0), (mass, kappa)):
    ryd_au = 0.5 * m_test / kap_test**2
    a_nm = BOHR_NM * kap_test / m_test
    for k in (0.2, 0.7, 2.0):
        w = 1 + k * k
        density = dipole_density(m_test, kap_test, k * k * ryd_au)
        polar_im = math.pi * density                  # Bohr^3
        number = 1e-6 * kap_test / (4 * math.pi * polar_im)
        root = np.sqrt(kap_test + 4j * math.pi * number * polar_im)
        direct = 2 * ALPHA * w * ryd_au * root.imag / number
        direct *= BOHR_NM**2 * NM2_TO_CM2
        formula = cross_section(w, a_nm, math.sqrt(kap_test))
        worst = max(worst, abs(direct / formula - 1))
assert worst < 1e-4      # finite matching radius limits the amplitude

# Test: p-wave Hamiltonian diagonalised in a Laguerre basis (Rydberg units)
size, lam = 60, 0.5
j = np.arange(size)
off = -np.sqrt((j[:-1] + 1.0) * (j[:-1] + 4.0)) / (2 * lam)
overlap = np.diag((2 * j + 4) / (2 * lam)) + np.diag(off, 1) + np.diag(off, -1)
hamiltonian = np.diag(2 * lam * (j + 2.0) - 2.0) - lam**2 * overlap
energies, vectors = eigh(hamiltonian, overlap)
nodes, weights = roots_laguerre(80)
r = nodes / (1 + lam)
dipole = np.array([
    np.sum(weights * 2 * r**4 * eval_genlaguerre(i, 3, 2 * lam * r))
    / (1 + lam) * (2 * lam)**2 / math.sqrt((i + 1) * (i + 2) * (i + 3))
    for i in range(size)])
gaps = energies + 1.0
f_basis = gaps * (vectors.T @ dipole)**2 / 3
for n in range(2, 7):
    assert abs(energies[n - 2] + 1 / n**2) < 1e-8
    assert abs(f_basis[n - 2] / line_strength(n) - 1) < 1e-6
    smooth = averaged_line_strength(1 - 1 / n**2)
    assert abs(n**3 * f_basis[n - 2] / 2 / smooth - 1) < 1e-6
basis_sums = [float(np.sum(f_basis / gaps**p)) for p in range(3)]

# Test: lines plus continuum against the sum rule, closure, polarisability
last = 4000
tail = 256 / (3 * math.exp(4)) * zeta(3, last + 1)
lines, continuum = [], []
for p in range(3):
    lines.append(sum(line_strength(n) / (1 - 1 / n**2)**p
                     for n in range(2, last + 1)) + tail)
    continuum.append(quad(lambda k: 2 * k * continuum_strength(1 + k * k)
                          / (1 + k * k)**p, 0, np.inf,
                          epsabs=1e-11, epsrel=1e-10, limit=200)[0])
for p, target in enumerate((1.0, 1.0, 9 / 8)):
    assert abs(lines[p] + continuum[p] - target) < 1e-7
    assert abs(basis_sums[p] - target) < 1e-7
f_2p = line_strength(2)
assert abs(f_2p - 0.416) < 5e-4 and abs(continuum[0] - 0.435) < 5e-4

# Main results
sigma_h = cross_section(1.0, BOHR_NM, 1.0)
sigma_d = cross_section(1.0, radius, index)
assert abs(sigma_d / 6e-14 - 1) < 0.1
neutral = donors - acceptors

# Neglected effects
charge_distance = (3 / (4 * math.pi * 2 * acceptors * 1e-21))**(1 / 3)
coulomb = ALPHA * HBARC / kappa                       # eV nm
field = coulomb / charge_distance**2                  # V/nm
lowering = 2 * math.sqrt(coulomb * field)
saddle = minimize_scalar(lambda x: coulomb / x + field * x,
                         bounds=(1.0, 5 * charge_distance), method='bounded')
assert abs(saddle.fun / lowering - 1) < 1e-6
edge_w = 1 - lowering / rydberg
edge_ratio = averaged_line_strength(edge_w) / continuum_strength(1.0)

eps_inf = kappa * (to_phonon / lo_phonon)**2
eps_edge = eps_inf + (kappa - eps_inf) / (1 - (rydberg / to_phonon)**2)
k_to = math.sqrt(to_phonon / rydberg - 1)
above_to = quad(lambda k: 2 * k * continuum_strength(1 + k * k),
                k_to, np.inf)[0] / continuum[0]
polaron = (ALPHA * math.sqrt(mass * MC2 / (2 * lo_phonon))
           * (1 / eps_inf - 1 / kappa))
cell_probability = quad(lambda x: 4 * x * x * math.exp(-2 * x),
                        0, cell_radius / radius)[0]
retardation = index * rydberg / HBARC * radius


def ionised_fraction(temp):
    """Thermally freed electrons per donor that is neutral at T = 0."""
    band = 2 * (mass * MC2 * KB * temp / (2 * math.pi * HBARC**2))**1.5 * 1e21
    b_eq = band / 2 * math.exp(-rydberg / (KB * temp))
    b, c = acceptors + b_eq, b_eq * neutral
    free = 2 * c / (b + math.sqrt(b * b + 4 * c))
    assert abs(free * (free + acceptors) / (neutral - free) / b_eq - 1) < 1e-6
    return free / neutral


print(f"effective mass / free mass: {mass}")
print(f"static dielectric constant: {kappa}")
print(f"refractive index: {index:.4f}")
print(f"donor density: {donors:.1e} cm^-3")
print(f"acceptor density: {acceptors:.1e} cm^-3")
print(f"temperature: {temperature} K")
print(f"Bohr radius, hydrogen: {BOHR_NM:.5f} nm")
print(f"Bohr radius, donor: {radius:.3f} nm")
print(f"radius ratio: {radius / BOHR_NM:.2f}")
print(f"Rydberg, hydrogen: {RYDBERG_EV:.4f} eV")
print(f"Rydberg, donor: {rydberg * 1e3:.3f} meV")
print(f"1s-2p energy, donor: {0.75 * rydberg * 1e3:.3f} meV")
print(f"df/dw at threshold: {continuum_strength(1.0):.5f}")
print(f"sigma threshold, hydrogen: {sigma_h:.4e} cm^2")
print(f"scale factor donor/hydrogen: {sigma_d / sigma_h:.1f}")
print(f"sigma threshold, donor: {sigma_d:.4e} cm^2")
print(f"sigma threshold, donor: {sigma_d / NM2_TO_CM2:.3f} nm^2")
for photon in (0.008, 0.010, 0.015, 0.020):
    value = cross_section(photon / rydberg, radius, index)
    print(f"sigma at {photon * 1e3:.0f} meV: {value:.3e} cm^2")
print(f"absorption at threshold: {neutral * sigma_d:.3f} cm^-1")
print(f"f 1s-2p: {f_2p:.5f}")
print(f"f 1s-3p: {line_strength(3):.5f}")
print(f"f all lines n>=3: {lines[0] - f_2p:.5f}")
print(f"f all lines: {lines[0]:.5f}")
print(f"f continuum: {continuum[0]:.5f}")
print(f"f total: {lines[0] + continuum[0]:.7f}")
print(f"sum f/w: {lines[1] + continuum[1]:.7f}")
print(f"sum f/w^2: {lines[2] + continuum[2]:.7f}")
print(f"f total with free mass: {1 / mass:.2f}")
print(f"worst direct/formula deviation: {worst:.1e}")
print(f"distance to charged centre: {charge_distance:.1f} nm")
print(f"field of that charge: {field * 1e7:.2f} V/cm")
print(f"edge lowering: {lowering * 1e3:.3f} meV")
print(f"edge lowering / Rydberg: {100 * lowering / rydberg:.1f} %")
print(f"averaged sigma, lowered edge/threshold: {edge_ratio:.3f}")
print(f"TO phonon energy: {to_phonon * 1e3:.1f} meV")
print(f"LO phonon energy: {lo_phonon * 1e3:.1f} meV")
print(f"high-frequency dielectric constant: {eps_inf:.2f}")
print(f"sigma change, index dispersion: "
      f"{100 * (math.sqrt(kappa / eps_edge) - 1):.2f} %")
print(f"continuum strength above TO: {100 * above_to:.2f} %")
print(f"polaron coupling constant: {polaron:.4f}")
print(f"polaron mass increase: {100 * polaron / 6:.2f} %")
print(f"sigma change, polaron mass: "
      f"{100 * ((1 + polaron / 6)**-2 - 1):.2f} %")
print(f"band gap: {gap} eV")
print(f"Rydberg / band gap: {100 * rydberg / gap:.2f} %")
print(f"central-cell radius: {cell_radius} nm")
print(f"central-cell depth: {cell_depth} eV")
print(f"central-cell shift: {cell_depth * cell_probability * 1e3:.3f} meV")
print(f"photon wavenumber times radius: {retardation:.2e}")
print(f"thermally ionised at 4.2 K: {ionised_fraction(temperature):.2e}")
print(f"thermally ionised at 77 K: {ionised_fraction(77.0):.4f}")
print("checks complete")
```

Printed output:

```
effective mass / free mass: 0.067
static dielectric constant: 12.5
refractive index: 3.5355
donor density: 1.0e+14 cm^-3
acceptor density: 1.0e+13 cm^-3
temperature: 4.2 K
Bohr radius, hydrogen: 0.05292 nm
Bohr radius, donor: 9.873 nm
radius ratio: 186.57
Rydberg, hydrogen: 13.6057 eV
Rydberg, donor: 5.834 meV
1s-2p energy, donor: 4.376 meV
df/dw at threshold: 0.78147
sigma threshold, hydrogen: 6.3043e-18 cm^2
scale factor donor/hydrogen: 9845.0
sigma threshold, donor: 6.2066e-14 cm^2
sigma threshold, donor: 6.207 nm^2
sigma at 8 meV: 2.639e-14 cm^2
sigma at 10 meV: 1.419e-14 cm^2
sigma at 15 meV: 4.454e-15 cm^2
sigma at 20 meV: 1.916e-15 cm^2
absorption at threshold: 5.586 cm^-1
f 1s-2p: 0.41620
f 1s-3p: 0.07910
f all lines n>=3: 0.14881
f all lines: 0.56500
f continuum: 0.43500
f total: 1.0000000
sum f/w: 1.0000000
sum f/w^2: 1.1250000
f total with free mass: 14.93
worst direct/formula deviation: 5.2e-07
distance to charged centre: 228.5 nm
field of that charge: 22.06 V/cm
edge lowering: 1.008 meV
edge lowering / Rydberg: 17.3 %
averaged sigma, lowered edge/threshold: 1.651
TO phonon energy: 34.0 meV
LO phonon energy: 36.5 meV
high-frequency dielectric constant: 10.85
sigma change, index dispersion: -0.20 %
continuum strength above TO: 3.09 %
polaron coupling constant: 0.0610
polaron mass increase: 1.02 %
sigma change, polaron mass: -2.00 %
band gap: 1.52 eV
Rydberg / band gap: 0.38 %
central-cell radius: 0.35 nm
central-cell depth: 1.0 eV
central-cell shift: 0.056 meV
photon wavenumber times radius: 1.03e-03
thermally ionised at 4.2 K: 3.60e-06
thermally ionised at 77 K: 0.9916
checks complete
```
